\section*{Zeeman Effect and Hyperfine Splitting in Ground-State Positronium}

\section{Problem}

Positronium, the bound state of an electron and a positron, is in its $1S$ ground state, at rest, in a uniform field $\mathbf B=B\hat{\mathbf z}$. Hartree atomic units are used: $\hbar=m=e=4\pi\varepsilon_0=1$, $c=1/\alpha$, $\mu_0/4\pi=1/c^2=\alpha^2$, $\mu_B=1/2$, and $B$ in units of $\hbar/(ea_0^2)$. Work at lowest order in $\alpha$, take $B\ll1$, and neglect the annihilation widths of the levels. At zero field the four spin states form a singlet and a triplet separated by an interval $\Delta$; energies are measured from the zero-field singlet.

(a) Find the four levels as functions of $B$ and $\Delta$, and decide whether any level has a term linear in $B$ at weak field.

(b) Compute $\Delta$, and from it the dimensionless mixing parameter $x=2g\mu_BB/\Delta$ per tesla.

(c) Evaluate the shift of the $m=0$ levels and their mixing at $1$ T.

The electron spin $\mathbf s_-$ is written first and the positron spin $\mathbf s_+$ second, with
\begin{equation}
|T_+\rangle=|\!\uparrow\uparrow\rangle,\quad |T_-\rangle=|\!\downarrow\downarrow\rangle,\quad
|T_0\rangle=\frac{|\!\uparrow\downarrow\rangle+|\!\downarrow\uparrow\rangle}{\sqrt2},\quad
|S\rangle=\frac{|\!\uparrow\downarrow\rangle-|\!\downarrow\uparrow\rangle}{\sqrt2}.
\end{equation}

\section{A tempting solution of part (a)}

For the electron $\boldsymbol\pi=\mathbf p+\mathbf A$. The Pauli Hamiltonian is $(\boldsymbol\sigma\cdot\boldsymbol\pi)^2/2$, and $(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\pi^2+i\boldsymbol\sigma\cdot(\boldsymbol\pi\times\boldsymbol\pi)$ with $\boldsymbol\pi\times\boldsymbol\pi=-i\nabla\times\mathbf A=-i\mathbf B$. The spin term is therefore $\boldsymbol\sigma\cdot\mathbf B/2=\mathbf s_-\cdot\mathbf B$, which is $g\mu_B\,\mathbf s_-\cdot\mathbf B$ with $g=2$. The positron has the opposite charge, so $\mathbf A\to-\mathbf A$ and the sign reverses. The moments are $\boldsymbol\mu_\mp=\mp g\mu_B\mathbf s_\mp$, and
\begin{equation}
H_Z=b\,(s_{-z}-s_{+z}),\qquad b=g\mu_BB=\tfrac12 gB .
\end{equation}
With $\mathbf S=\mathbf s_-+\mathbf s_+$ one has $\mathbf s_-\cdot\mathbf s_+=\frac12(S^2-\frac32)$, which is $+\frac14$ for the triplet and $-\frac34$ for the singlet. The zero-field Hamiltonian is then
\begin{equation}
H_0=\Delta\left(\mathbf s_-\cdot\mathbf s_++\tfrac34\right)=\tfrac12\Delta\,S^2 .
\end{equation}

All four states belong to one spatial level, so one reaches for degenerate perturbation theory, which says to use the basis that diagonalizes the perturbation. $H_Z$ is diagonal in the product basis, with eigenvalues $0,\,+b,\,-b,\,0$ on $\uparrow\uparrow,\ \uparrow\downarrow,\ \downarrow\uparrow,\ \downarrow\downarrow$. The expectation value of $\mathbf s_-\cdot\mathbf s_+$ in a product state is $m_-m_+$, so $\langle H_0\rangle=\Delta$ for parallel spins and $\Delta(-\frac14+\frac34)=\Delta/2$ for antiparallel spins. The levels would be
\begin{equation}
E=\Delta,\quad \Delta,\quad \tfrac12\Delta+b,\quad \tfrac12\Delta-b ,
\label{eq:wrong}
\end{equation}
with a linear Zeeman effect in the two $m=0$ states.

\section{The fault}

Setting $B=0$ in \eqref{eq:wrong} gives two levels at $\Delta/2$, where $H_0$ has no eigenvalue: its spectrum is $0,\Delta,\Delta,\Delta$. The product states are not eigenstates of $H_0$. Writing $\mathbf s_-\cdot\mathbf s_+=s_{-z}s_{+z}+\frac12(s_-^{+}s_+^{-}+s_-^{-}s_+^{+})$, where the superscripts mark raising and lowering operators, shows the element that was dropped:
\begin{equation}
\langle\uparrow\downarrow|H_0|\downarrow\uparrow\rangle=\tfrac12\Delta .
\end{equation}
The freedom to choose a basis exists only within a degenerate eigenspace of the unperturbed Hamiltonian, and $\Delta$ has already split the four states into $3+1$. Neglecting the element $\Delta/2$ is allowed when it is small against the gap $2b$ between the two states it connects. The tempting solution thus assumes $b\gg\Delta$ and then draws a conclusion about weak fields. It also leaves unexamined the orbital coupling to $\mathbf B$, which could supply a linear term of its own.

\section{Solution}

\subsection{Orbital motion}

It is useful to keep the masses $m_-,m_+$ general at first. Let $\mathbf A(\mathbf r)=\frac12\mathbf B\times\mathbf r$, $M=m_-+m_+$, $\mu=m_-m_+/M$, $\mathbf r=\mathbf r_--\mathbf r_+$ and $\mathbf R=(m_-\mathbf r_-+m_+\mathbf r_+)/M$. Then $\mathbf r_\mp=\mathbf R\pm(m_\pm/M)\mathbf r$, and the chain rule gives $\mathbf p_\mp=(m_\mp/M)\mathbf P\pm\mathbf p$ with $\mathbf P=-i\nabla_R$, $\mathbf p=-i\nabla_r$. Write
\begin{equation}
\Psi=e^{i\chi}\varphi(\mathbf r),\qquad \chi=(\mathbf K+\mathbf w)\cdot\mathbf R,\qquad \mathbf w=\tfrac12\mathbf B\times\mathbf r ,
\end{equation}
with a constant vector $\mathbf K$. Since $(\mathbf B\times\mathbf r)\cdot\mathbf R=\mathbf r\cdot(\mathbf R\times\mathbf B)$, the gradients are $\nabla_R\chi=\mathbf K+\mathbf w$ and $\nabla_r\chi=-\frac12\mathbf B\times\mathbf R$. Acting on $\varphi$, the kinetic momenta $\boldsymbol\pi_\mp=\mathbf p_\mp\pm\mathbf A(\mathbf r_\mp)$ become
\begin{align}
\boldsymbol\pi_-&\to\frac{m_-}{M}(\mathbf K+\mathbf w)+\mathbf p-\tfrac12\mathbf B\times\mathbf R+\tfrac12\mathbf B\times\mathbf R+\frac{m_+}{M}\mathbf w=\frac{m_-}{M}\mathbf K+\mathbf w+\mathbf p,\\
\boldsymbol\pi_+&\to\frac{m_+}{M}(\mathbf K+\mathbf w)-\mathbf p+\tfrac12\mathbf B\times\mathbf R-\tfrac12\mathbf B\times\mathbf R+\frac{m_-}{M}\mathbf w=\frac{m_+}{M}\mathbf K+\mathbf w-\mathbf p .
\end{align}
The coordinate $\mathbf R$ has dropped out, so $\mathbf K$ is a conserved label. In squaring, $w_i$ does not contain $r_i$, so $\mathbf w\cdot\mathbf p=\mathbf p\cdot\mathbf w=\frac12\mathbf B\cdot(\mathbf r\times\mathbf p)=\frac12\mathbf B\cdot\mathbf L$. The two $\mathbf K\cdot\mathbf p/M$ terms have opposite signs and cancel, the two $\mathbf K\cdot\mathbf w/M$ terms add, and
\begin{equation}
\frac{\pi_-^2}{2m_-}+\frac{\pi_+^2}{2m_+}\to\frac{p^2}{2\mu}+\frac{K^2}{2M}+\frac{\mathbf K\cdot(\mathbf B\times\mathbf r)}{M}+\frac12\left(\frac1{m_-}-\frac1{m_+}\right)\mathbf B\cdot\mathbf L+\frac{(\mathbf B\times\mathbf r)^2}{8\mu}.
\end{equation}
For equal masses the $\mathbf B\cdot\mathbf L$ term vanishes as an operator: two equal masses of opposite charge circle their centre in the same sense, so their orbital magnetic moments cancel. The numerical check applies the two-particle operator to a test function and extracts this coefficient, finding zero to rounding error for masses $1,1$ and $0.333333$ for masses $1,3$. The atom at rest has $\mathbf K=0$, because the total kinetic momentum $\mathbf K+\mathbf B\times\mathbf r$ then averages to zero in a state of definite parity. For $\mathbf K\ne0$ the third term is a motional electric field; it is odd in $\mathbf r$, so it has no expectation value in $1S$ and enters at order $K^2B^2$.

With $\mu=\frac12$ the zero-field Hamiltonian is $-\nabla^2-1/r$. From $\nabla^2e^{-r/2}=(\frac14-\frac1r)e^{-r/2}$ the nodeless function $e^{-r/2}$ has $E=-\frac14$, and $\int4\pi r^2e^{-r}dr=8\pi$ fixes the norm:
\begin{equation}
\psi=\frac{e^{-r/2}}{\sqrt{8\pi}},\qquad |\psi(0)|^2=\frac1{8\pi},\qquad \langle r^2\rangle=\frac{4\pi\cdot4!}{8\pi}=12 .
\end{equation}
The last orbital term is $B^2(r_x^2+r_y^2)/4$, with first-order value $B^2\cdot\frac23\cdot12/4=2B^2$, valid for $B\ll1$ (higher orders reduce it by about $4\,\%$ at $B=0.05$ and $12\,\%$ at $B=0.1$). It moves all four spin states alike and is left out of the spin energies below. $H_Z$ acts on spin only, so it does not connect $1S$ to other spatial states, and the problem closes on four states up to the mixing caused by the diamagnetic term, which raises $|\psi(0)|^2$, and with it $\Delta$, by a fraction of about $15B^2$, some $10^{-7}$ at $20$ T.

\subsection{No linear term}

Let $\mathcal P$ exchange the two spins. It has eigenvalue $\eta=+1$ on the three triplet states and $\eta=-1$ on the singlet, it commutes with $H_0$, and $\mathcal P(\mathbf s_--\mathbf s_+)\mathcal P=-(\mathbf s_--\mathbf s_+)$. For two of its eigenstates,
\begin{equation}
\eta_a\eta_b\langle a|H_Z|b\rangle=\langle a|\mathcal PH_Z\mathcal P|b\rangle=-\langle a|H_Z|b\rangle ,
\end{equation}
so the element vanishes when $\eta_a=\eta_b$. First-order shifts are the eigenvalues of $H_Z$ within each degenerate level. The whole $3\times3$ triplet block is zero, and so is the singlet element, for any direction of $\mathbf B$. No level has a term linear in $B$ at $B=0$. The relation $\mathcal PH(\mathbf B)\mathcal P=H(-\mathbf B)$ makes the spectrum as a set even in $B$, but that alone would permit a pair $\pm b$; it is the vanishing of the block that excludes it.

The cause is the equality of the two $g$ factors. For $H_Z=\frac12B(g_-s_{-z}-g_+s_{+z})$ the states $T_\pm$ shift by $\pm(g_--g_+)B/4$. Numerical diagonalization with $g_-=2$, $g_+=1$ gives slopes $\pm0.2500$, while for equal $g$ the largest difference quotient at $x=2\times10^{-6}$ is $1.0\times10^{-6}$, which is the quadratic shift $b^2/\Delta$ found below divided by the step $B$.

\subsection{Diagonalization}

The operator $s_{-z}-s_{+z}$ gives $0$ on $\uparrow\uparrow$ and $\downarrow\downarrow$, $+1$ on $\uparrow\downarrow$ and $-1$ on $\downarrow\uparrow$. Hence $H_Z|T_\pm\rangle=0$, $H_Z|T_0\rangle=b|S\rangle$ and $H_Z|S\rangle=b|T_0\rangle$. The states $T_\pm$ stay at $E=\Delta$ at any field within this spin Hamiltonian. In the basis $(T_0,S)$, with $x=2b/\Delta$ and Pauli matrices $\tau$ acting on this pair,
\begin{equation}
H=\begin{pmatrix}\Delta&b\\ b&0\end{pmatrix}=\frac\Delta2+\frac\Delta2(\tau_z+x\tau_x)=\frac\Delta2+\frac\Delta2\sqrt{1+x^2}\,(\cos2\theta\,\tau_z+\sin2\theta\,\tau_x),
\end{equation}
where $\tan2\theta=x$ and $\cos2\theta=1/\sqrt{1+x^2}$. The last bracket squares to the unit matrix and is traceless, so its eigenvalues are $\pm1$:
\begin{equation}
E_\pm=\frac\Delta2\left(1\pm\sqrt{1+x^2}\right).
\label{eq:levels}
\end{equation}
Applied to $(\cos\theta,\sin\theta)$ the bracket gives $(\cos2\theta\cos\theta+\sin2\theta\sin\theta,\ \sin2\theta\cos\theta-\cos2\theta\sin\theta)=(\cos\theta,\sin\theta)$ by the addition theorems. Therefore
\begin{equation}
|+\rangle=\cos\theta|T_0\rangle+\sin\theta|S\rangle,\qquad |-\rangle=-\sin\theta|T_0\rangle+\cos\theta|S\rangle ,
\end{equation}
and the half-angle formulas $\tan\theta=\sin2\theta/(1+\cos2\theta)$, $\sin^2\theta=\frac12(1-\cos2\theta)$ give
\begin{equation}
\tan\theta=\frac{x}{1+\sqrt{1+x^2}},\qquad \sin^2\theta=\frac12\left(1-\frac1{\sqrt{1+x^2}}\right).
\end{equation}
The two levels move apart by equal amounts, $E_+=\Delta+\delta$ and $E_-=-\delta$, with
\begin{equation}
\delta=\frac\Delta2\left(\sqrt{1+x^2}-1\right)=\Delta\left(\frac{x^2}4-\frac{x^4}{16}+\dots\right),
\label{eq:shift}
\end{equation}
from $\sqrt{1+u}=1+u/2-u^2/8+\dots$, which converges for $u=x^2<1$. The leading term $\Delta x^2/4=b^2/\Delta$ is the second-order result $|\langle S|H_Z|T_0\rangle|^2/\Delta$. Since $T_\pm$ do not move, $\delta$ is also the interval between them and $|+\rangle$, and the common diamagnetic shift cancels from it.

For $x\gg1$, $\sqrt{\Delta^2/4+b^2}=b+\Delta^2/8b+\dots$, so $E_\pm\to\Delta/2\pm(b+\Delta^2/8b)$, and $\theta\to\pi/4$ makes $|+\rangle\to|\!\uparrow\downarrow\rangle$. This is \eqref{eq:wrong} with a correction of $1/(2x^2)$ relative to $b$. The absence of a linear effect is thus a statement about $x\ll1$; at $x\gg1$ the $m=0$ pair is linear in $B$.

\subsection{The interval: magnetic contact term}

At order $\alpha^2$ hartree the kinetic, Darwin and orbit--orbit corrections are independent of spin and the spin--orbit terms vanish for $L=0$. Two spin-dependent terms remain. The first is the energy of the electron moment in the field of the positron moment, whose vector potential is $\mathbf A_d=\alpha^2\boldsymbol\mu_+\times\hat{\mathbf r}/r^2$. The mean field over the spherical density $\rho=|\psi|^2$ is found by moving the curl onto $\rho$, using $\rho\nabla\times\mathbf A_d=\nabla\times(\rho\mathbf A_d)-\nabla\rho\times\mathbf A_d$. The total curl integrates to zero for a dipole smeared over a small region, and the remaining integrand is integrable, so the smearing can then be removed:
\begin{align}
\langle\mathbf B_d\rangle&=-\alpha^2\int\frac{\rho'(r)}{r^2}\,\hat{\mathbf r}\times(\boldsymbol\mu_+\times\hat{\mathbf r})\,d^3r
=-\alpha^2\int\frac{\rho'(r)}{r^2}\left[\boldsymbol\mu_+-\hat{\mathbf r}(\hat{\mathbf r}\cdot\boldsymbol\mu_+)\right]d^3r\nonumber\\
&=-\alpha^2\,\frac23\,\boldsymbol\mu_+\,4\pi\int_0^\infty\rho'(r)\,dr=\frac{8\pi}3\alpha^2\rho(0)\,\boldsymbol\mu_+ ,
\end{align}
where the angular mean of $\hat r_i\hat r_j$ is $\delta_{ij}/3$. With $g=2$, $\boldsymbol\mu_\mp=\mp\mathbf s_\mp$, and
\begin{equation}
V_F=-\boldsymbol\mu_-\cdot\langle\mathbf B_d\rangle=+\frac{8\pi}3\alpha^2\frac1{8\pi}\,\mathbf s_-\cdot\mathbf s_+=\frac{\alpha^2}3\,\mathbf s_-\cdot\mathbf s_+ .
\end{equation}
The eigenvalues of $\mathbf s_-\cdot\mathbf s_+$ differ by $1$, so $\Delta_F=\alpha^2/3$ with the triplet higher. Direct quadrature of the curl of a smeared dipole gives a mean field of $0.333333\,\alpha^2$ per unit moment.

\subsection{The interval: virtual annihilation}

The second term arises because the pair can turn into one virtual photon and back. A pair of zero total momentum couples to the spatially uniform part of the field. Take a volume $V$ and, first, both particles at rest. A uniform $\mathbf A(t)$ has $\mathbf E=-\dot{\mathbf A}$ and energy $\frac12\varepsilon_0VE^2=V\dot A^2/8\pi$, so each of its three components is a coordinate of mass $V/4\pi$. Giving it a frequency $\omega$, to be sent to zero, makes it an oscillator with $A_i=\sqrt{4\pi/(2\omega V)}\,(a_i+a_i^\dagger)$. A uniform scalar potential couples to the total charge, which is zero. The Dirac coupling $c\,\boldsymbol\alpha\cdot\mathbf A$ becomes
\begin{equation}
H'=\lambda\sum_ij_i(a_i+a_i^\dagger),\qquad \lambda^2=\frac{4\pi c^2}{2\omega V}.
\end{equation}
At rest the two upper spinor components (fermion operators $u_s$) have energy $+c^2$ and the two lower ones ($l_s$) energy $-c^2$; the vacuum $|0\rangle$ has both lower modes filled, and a positron is a hole there. The matrices $\alpha_i$ have $\sigma_i$ in their off-diagonal blocks, so $j_i=j_i^++j_i^-$ with $j_i^+=\sum_{st}(\sigma_i)_{st}u_s^\dagger l_t$ creating a pair and $j_i^-=(j_i^+)^\dagger$ destroying one.

Label pair states by a $2\times2$ matrix, $|N\rangle=\sum_{st}N_{st}u_s^\dagger l_t|0\rangle$, with norm squared $\mathrm{tr}\,N^\dagger N$. The spin $S_k$ is the bilinear operator with matrix $\sigma_k/2$ on both blocks; it annihilates the filled shell $|0\rangle$, and the commutator of two bilinear operators is the bilinear operator of the matrix commutator. Hence $S_k|N\rangle=|\frac12[\sigma_k,N]\rangle$. The unit matrix is the singlet. For $N=\sigma_i$, $[\sigma_k,\sigma_i]=2i\epsilon_{kil}\sigma_l$ used twice gives $S^2|\sigma_i\rangle=-\epsilon_{kil}\epsilon_{klm}|\sigma_m\rangle=-(1-3)|\sigma_i\rangle=2|\sigma_i\rangle$, a triplet. Since $\mathrm{tr}\,\sigma_i\sigma_k=2\delta_{ik}$, the states $j_i^+|0\rangle=|\sigma_i\rangle$ are $\sqrt2$ times three orthonormal triplet states, and on pair states
\begin{equation}
\sum_ij_i^+j_i^-=\sum_ij_i|0\rangle\langle0|j_i=S^2 ,
\end{equation}
with eigenvalues $2,2,2,0$.

In second order a pair of energy $2c^2$ reaches two kinds of one-photon state: the vacuum plus a photon (energy $\omega$), through $j^-$, and two pairs plus a photon (energy $4c^2+\omega$), through $j^+$:
\begin{equation}
\Delta E=\lambda^2\sum_i\left[\frac{\langle j_i^+j_i^-\rangle}{2c^2-\omega}-\frac{\langle j_i^-j_i^+\rangle}{2c^2+\omega}\right].
\end{equation}
Because $\sigma_i^2=1$, the same commutator rule gives $[j_i^-,j_i^+]=n_l-n_u$, the difference of occupation numbers, which is $1-1=0$ on a pair state. Both numerators sum to $S^2$, and
\begin{equation}
E_T-E_S=2\lambda^2\left[\frac1{2c^2-\omega}-\frac1{2c^2+\omega}\right]=\frac{4\lambda^2\omega}{4c^4-\omega^2}=\frac{8\pi c^2}{V(4c^4-\omega^2)}\ \to\ \frac{2\pi\alpha^2}{V}.
\end{equation}
The sign is positive because the one-photon state lies below the pair and pushes the triplet up more than the two-pair state pushes it down; it reverses if $\omega>2c^2$. Exact diagonalization of this model confirms both: $(E_T-E_S)/\lambda^2$ is $0.30690/c^2$ at $\omega=0.3c^2$ against the formula's $0.30691/c^2$, and $-4.44442/c^2$ at $\omega=2.5c^2$ against $-4.44444/c^2$.

The bound state is a superposition $\sum_{\mathbf p}\phi_{\mathbf p}|\mathbf p,-\mathbf p\rangle$ with $\psi(\mathbf r)=V^{-1/2}\sum_{\mathbf p}\phi_{\mathbf p}e^{i\mathbf p\cdot\mathbf r}$. For $p\ll c$ the spinors and denominators are those at rest, so a pair may annihilate from any $\mathbf p$ and reappear in any $\mathbf p'$ with the same triplet element $2\pi\alpha^2/V$; the commutator again counts particles only and is blind to spin. Then
\begin{equation}
\Delta_A=\frac{2\pi\alpha^2}V\Big|\sum_{\mathbf p}\phi_{\mathbf p}\Big|^2=2\pi\alpha^2|\psi(0)|^2=\frac{\alpha^2}4 .
\end{equation}
The approximation fails for $p\gtrsim c$. There $\phi_{\mathbf p}\propto(p^2+\frac14)^{-2}$, the Fourier transform of $e^{-r/2}$, falls as $p^{-4}$, and the tail $\int_c^\infty p^2dp/p^4=1/c$ contributes a fraction of order $\alpha$ to $\psi(0)$. Corrections to $\Delta$ therefore begin at relative order $\alpha$. Both terms raise the triplet above the singlet, and
\begin{equation}
\Delta=\frac{\alpha^2}3+\frac{\alpha^2}4=\frac{7\alpha^2}{12},\qquad x=\frac{2B}{\Delta}=\frac{24B}{7\alpha^2}.
\end{equation}

\section{Numbers}

With $\alpha^2=5.325135\times10^{-5}$,
\begin{equation}
\Delta=(1.77505+1.33128)\times10^{-5}=3.10633\times10^{-5}\ \text{hartree}=204.387\ \text{GHz}.
\end{equation}
The numerical route to $\Delta_A$ gives $1.33209\times10^{-5}$ hartree, higher than $\alpha^2/4$ by $6\times10^{-4}$ of it; this is the finite regulator, $\omega^2/4c^4$ at $\omega=0.05c^2$. One tesla is $4.254382\times10^{-6}$ atomic units, so
\begin{equation}
\frac xB=\frac{2}{3.10633\times10^{-5}}\times4.254382\times10^{-6}=6.43847\times10^4\times4.254382\times10^{-6}=0.27392\ \text{T}^{-1}.
\end{equation}
The lowest-order mixing parameter is $0.274$ per tesla. The omitted corrections are of relative order $\alpha\approx0.007$, enough to change its last digit. One of them is easy to evaluate. The free-electron value $g=2.002319$ used in $H_Z$ alone raises $x/B$ to $0.27423$ per tesla, but this is incomplete, since $\Delta$ changes at the same order. The third figure of $x/B$ is therefore not fixed here, nor is that of $\Delta\approx204$ GHz, and the five- and six-figure values in this section serve only to make the arithmetic traceable. The measured interval is $203.39$ GHz, $0.5\,\%$ below the lowest-order value; used together with the free $g$ it gives $x/B=0.276$ per tesla, moves the $1$ T shift found below from $3.76$ to $3.79$ GHz, and moves the field for $x=1$ from $3.65$ to $3.63$ T.

At $1$ T, $b=B=4.25438\times10^{-6}$ hartree, $x=0.27392$ and $\sqrt{1+x^2}=1.036837$, so
\begin{equation}
\delta=\tfrac12(3.10633\times10^{-5})(0.036837)=5.7214\times10^{-7}\ \text{hartree}=3.76\ \text{GHz}.
\end{equation}
The levels are $E_+=3.16354\times10^{-5}$ and $E_-=-5.72136\times10^{-7}$ hartree. The tempting solution puts the upper one at $\Delta/2+b=(1.55317+0.42544)\times10^{-5}=1.9786\times10^{-5}$ hartree. The series \eqref{eq:shift} gives $5.82674\times10^{-7}-0.10930\times10^{-7}=5.71744\times10^{-7}$ hartree: the first term alone exceeds $\delta$ by about $2\,\%$ of $\delta$, and two terms fall short by less than $0.1\,\%$ of it. The mixing angle is $\theta=\frac12\arctan0.27392=0.13368$ rad, with $\tan\theta=0.27392/2.036837=0.13448$ and $\sin^2\theta=0.01776$: the upper $m=0$ state is $1.8\,\%$ singlet, while $T_\pm$ remain pure triplets. The diamagnetic shift is $2B^2=3.62\times10^{-11}$ hartree, a fraction $6.33\times10^{-5}$ of $\delta$. At weak field this ratio tends to $2B^2/(B^2/\Delta)=2\Delta$, small because the spin shift has the small denominator $\Delta$.

\begin{center}
\begin{tabular}{rcccc}
$B$ (T) & $x$ & $\delta/\Delta$ & $x^2/4$ & $\sin^2\theta$\\
0.1 & 0.0274 & 0.000188 & 0.000188 & 0.000187\\
0.5 & 0.1370 & 0.004668 & 0.004689 & 0.004624\\
2.0 & 0.5478 & 0.0701 & 0.0750 & 0.0615\\
5.0 & 1.370 & 0.348 & 0.469 & 0.205\\
20.0 & 5.478 & 2.284 & 7.503 & 0.410
\end{tabular}
\end{center}

The series diverges above $x=1$, that is above $3.65$ T, and the quadratic law overshoots plainly at $5$ T. At $20$ T, $(E_+-\Delta/2)/\Delta=2.284+0.5=2.784$, against $b/\Delta=x/2=2.739$ from \eqref{eq:wrong}; the difference $0.045$ agrees with the leading correction $\Delta/8b=1/(4x)=0.046$. Such a field is still far below one atomic unit, so the four-state description holds there, and it is only in this range that the linear formula is a fair approximation.

\section*{Table of computed values}
\begin{verbatim}
alpha = 0.007297353; alpha^2 = 5.325135e-05; alpha/pi = 0.00232
1 T = 4.254382e-06 a.u.; 1 hartree = 6.579684e+06 GHz
B.L coefficient, masses 1,1: 3.6e-16; masses 1,3: 0.333333 a.u.
grid: E = -0.250000 hartree; <r^2> = 12.0000 bohr^2
|psi(0)|^2: grid 0.039788, formula 0.039789 bohr^-3
mean unit-dipole field / alpha^2 = 0.333333 a.u.
eigenvalues of sum j|0><0|j: [0. 2. 2. 2.]
model om = 0.05 mc^2: (E_T-E_S)/lam^2 = 0.05003, formula 0.05003 /mc^2
model om = 0.3 mc^2: (E_T-E_S)/lam^2 = 0.30690, formula 0.30691 /mc^2
model om = 2.5 mc^2: (E_T-E_S)/lam^2 = -4.44442, formula -4.44444 /mc^2
D_F = 1.77505e-05 hartree (numerical 1.77505e-05)
D_A = 1.33128e-05 hartree (numerical, om = 0.05: 1.33209e-05)
D = 3.10633e-05 hartree = 204.387 GHz
x/B = 6.43847e+04 per a.u. = 0.27392 per T
0.275 per T lies above this by 0.40 %
free g = 2.002319 in Zeeman term only: x/B = 0.27423 per T
field for x = 1: 3.6507 T
largest slope dE/dB at x = 2e-06: 1.0e-06 a.u.
g_e=2, g_p=1: slopes of m=-1,+1 = -0.2500, 0.2500 a.u.
1 T: b = 4.25438e-06 hartree; x = 0.27392; sqrt(1+x^2) = 1.036837
1 T: shift = 5.72136e-07 hartree = 3.7645 GHz
1 T: D x^2/4 = 5.82674e-07, D x^4/16 = 1.0930e-08 hartree
1 T: two-term series = 5.71744e-07 hartree
1 T: E+ = 3.16354e-05, E- = -5.72136e-07 hartree
1 T: theta = 0.13368 rad; tan = 0.13448; sin^2 = 0.01776
1 T: diamagnetic 2B^2 = 3.6200e-11 hartree; ratio to shift = 6.33e-05
B(T)  x  shift(hartree)  shift/D  x^2/4  sin^2(theta)
  0.1 0.02739 5.8256e-09 0.000188 0.000188 0.000187
  0.5 0.13696 1.4499e-07 0.004668 0.004689 0.004624
  1.0 0.27392 5.7214e-07 0.018418 0.018758 0.017764
  2.0 0.54783 2.1780e-06 0.070114 0.075031 0.061492
  5.0 1.36959 1.0807e-05 0.347904 0.468941 0.205155
 20.0 5.47834 7.0962e-05 2.284431 7.503054 0.410215
\end{verbatim}
